# Thomson Capture by an Attractive Coulomb Trap and Its Inverse-Cube Temperature Law

## The form fixed by dimensions

A carrier of charge magnitude $e$ and mass $m$ moves near a trap of opposite unit charge in a medium of relative permittivity $\epsilon$. Its potential energy is

$$U(r)=-\frac{A}{r},\qquad A=\frac{e^2}{4\pi\epsilon_0\epsilon}.$$

At temperature $T$ the potential and the thermal energy $kT$ supply one length, $r_c=A/kT$. The mass sets how fast a classical orbit is traversed, but not its shape once the energy is given in units of $kT$.

Capture also needs energy loss, since a carrier arriving from infinity with positive energy leaves again if it loses none. Let $l$ be the energy-loss mean free path. When $l\gg r_c$, losses near the trap are rare and the capture rate is proportional to $1/l$. An area proportional to $1/l$ and built from $r_c$ must be

$$\sigma=C\,\frac{r_c^3}{l},$$

with $C$ a pure number. If $l$ does not depend on temperature, $\sigma\propto T^{-3}$. The argument requires that no other length or energy matters and that the capture criterion scales with $kT$. It leaves $C$ open.

## Assumptions and theorem

The cross section is the capture rate per trap divided by $n\bar v$, where $n$ is the carrier density far away and $\bar v=\sqrt{8kT/\pi m}$ the mean thermal speed. The assumptions are:

1. The carriers are classical and nondegenerate, and the trap is isolated, unscreened and free of applied field.
2. A loss event occurs in path element $ds$ with probability $ds/l$, where $l$ is independent of position, energy and temperature.
3. After an event the kinetic energy is about $3kT/2$. The carrier is captured if this leaves its total energy negative.
4. Paths near the trap are straight.

**Theorem.** Under these assumptions, with $r_T=A/(\tfrac32kT)$ and $x=2r_T/l$,

$$\sigma=\pi r_T^2\,w(x),\qquad w(x)=1-\frac{2}{x^2}\left[1-(1+x)e^{-x}\right].$$

For $l\gg r_T$ this becomes Thomson's formula

$$\boxed{\sigma=\frac{4\pi}{3}\frac{r_T^3}{l}\propto T^{-3}}$$

and for $l\ll r_T$ it becomes $\sigma=\pi r_T^2\propto T^{-2}$.

## Lemma 1: the capture radius

After a loss event at distance $r$ the total energy is $\tfrac32kT-A/r$. It is negative when $r<A/(\tfrac32kT)=r_T$, which proves the lemma.

This criterion replaces a distribution by its mean. If the kinetic energy after the event is Maxwellian, the fraction of carriers bound at $r_T$ is

$$P(K<\tfrac32kT)=\frac{2}{\sqrt\pi}\int_0^{3/2}\sqrt y\,e^{-y}\,dy=0.608,$$

so the edge of the sphere is not sharp. Nor can one count every carrier whose energy is momentarily negative. Far away the bound fraction falls as $(r_c/r)^{3/2}$, because only the low end of the Maxwell distribution, with weight $\sqrt y\,dy$, is bound. Multiplied by the shell volume $4\pi r^2dr$, this gives a divergent integral. Those distant states are bound by much less than $kT$ and are easily re-ionized. A binding of order $kT$ is therefore part of the meaning of capture, and its precise choice affects $C$.

## Lemma 2: loss along a chord

A straight path with impact parameter $b<r_T$ cuts the sphere in a chord $c=2\sqrt{r_T^2-b^2}$. The probability of no event on it is $e^{-c/l}$, so

$$\sigma=\int_0^{r_T}2\pi b\left(1-e^{-c/l}\right)db.$$

From $c^2=4(r_T^2-b^2)$ follows $b\,db=-c\,dc/4$. As $b$ rises from $0$ to $r_T$, $c$ falls from $2r_T$ to $0$; reversing the limits removes the minus sign:

$$\sigma=\frac{\pi}{2}\int_0^{2r_T}c\left(1-e^{-c/l}\right)dc.$$

The first term gives $\tfrac{\pi}{2}\cdot2r_T^2=\pi r_T^2$. For the second, integration by parts gives $\int_0^{2r_T}c\,e^{-c/l}dc=l^2[1-(1+x)e^{-x}]$. Since $l^2=4r_T^2/x^2$,

$$\sigma=\pi r_T^2-\frac{\pi}{2}\,\frac{4r_T^2}{x^2}\left[1-(1+x)e^{-x}\right]=\pi r_T^2\,w(x).$$

## Proof of the two limits

For small $x$, multiplying out the exponential series gives

$$1-(1+x)e^{-x}=\frac{x^2}{2}-\frac{x^3}{3}+\frac{x^4}{8}-\dots$$

Hence $w=\tfrac23x-\tfrac14x^2+\dots$, and with $x=2r_T/l$

$$\sigma=\frac{4\pi r_T^3}{3l}\left(1-\frac{3r_T}{4l}+\dots\right).$$

The leading term is the volume of the sphere divided by $l$: the chords of a uniform beam fill the sphere once. For large $x$ the bracket in $w$ tends to one, so $w\to1$ and every carrier that enters is captured. Since $r_T\propto1/T$, the powers are $-3$ and $-2$. This completes the proof.

The passage between the limits is gradual. At fixed $l$, the local power $d\ln\sigma/d\ln T$ is $-2.999$ at $r_T/l=0.001$, $-2.46$ at $r_T/l=1$ and $-2.000$ at $r_T/l=100$. If $l$ itself varies as $T^{-p}$, the long-path formula gives $\sigma\propto T^{p-3}$. The cube therefore rests on a constant $l$ as well as on the Coulomb potential.

## Proposition 1: bent orbits change the factor, not the power

Assumption 4 is poor at the edge of the sphere, where the potential energy equals the mean thermal energy in size. For $l\gg r_T$ it can be removed.

Take carriers of energy $E>0$ arriving isotropically with density $n_E$ and speed $v$. In an attractive Coulomb potential every orbit of positive energy comes from infinity. By Liouville's theorem the phase-space density is then the same on the whole energy surface. The spatial density at $r$ is proportional to

$$\int p^2\,\delta\!\left(\frac{p^2}{2m}-K\right)dp=mp\propto\sqrt K,\qquad K=E+\frac Ar.$$

Density and speed each grow by $\sqrt{1+A/(rE)}$. The path length travelled per unit volume and time is their product, $n_Ev\,[1+A/(rE)]$. Dividing by $l$ gives the loss rate per volume, and dividing by the incident flux $n_Ev$ gives

$$\sigma_E=\frac1l\int_0^{r_T}4\pi r^2\left(1+\frac{A}{rE}\right)dr
=\frac{4\pi r_T^3}{3l}\left(1+\frac{3A}{2r_TE}\right).$$

With $A/r_T=\tfrac32kT$ the bracket is $1+\tfrac94kT/E$. The rate must be averaged over the incident flux, whose normalized weight is $E\,e^{-E/kT}/(kT)^2$: one factor $\sqrt E$ comes from the density of states and one from the speed. The average of $1/E$ is then $1/kT$, so

$$\sigma_{\rm bent}=\frac{13}{4}\,\frac{4\pi r_T^3}{3l}.$$

Newtonian trajectories through the sphere, integrated at 16 impact parameters for each of three energies and averaged with this weight, gave a factor of 3.2501, against $13/4=3.25$.

## Lemma 3: a loss path that is constant

Spontaneous emission of long-wave acoustic phonons supplies such an $l$. A strain shifts the band edge by $D\,\nabla\cdot\mathbf u$, where $\mathbf u$ is the displacement and $D$ the deformation potential. In volume $V$, with mass density $\rho$ and sound speed $s$, a longitudinal phonon of wave number $q$ has squared amplitude $\hbar/(2\rho Vsq)$. The squared matrix element is therefore $D^2\hbar q/(2\rho Vs)$.

Multiplying the golden-rule factor $2\pi/\hbar$ by this element and by the energy $\hbar sq$ gives $\pi\hbar D^2q^2/(\rho V)$. If the carrier is much faster than sound, the phonon energy may be dropped from energy conservation. With $\mu$ the cosine between $\mathbf k$ and $\mathbf q$,

$$\int_{-1}^{1}d\mu\;\delta\!\left(\frac{\hbar^2}{2m}(2kq\mu-q^2)\right)=\frac{m}{\hbar^2kq},\qquad q<2k.$$

The sum over phonons is $\frac{V}{4\pi^2}\int q^2dq\int d\mu$, so the power lost is

$$P=\frac{\hbar D^2}{4\pi\rho}\,\frac{m}{\hbar^2k}\int_0^{2k}q^3dq=\frac{mD^2k^3}{\pi\rho\hbar}.$$

Dividing by the speed $\hbar k/m$ and using $k^2=2mK/\hbar^2$,

$$\frac{dK}{ds_{\rm path}}=-\frac{2m^3D^2}{\pi\rho\hbar^4}K=-\frac Kl,\qquad l=\frac{\pi\hbar^4\rho}{2m^3D^2}.$$

Neither $K$ nor $T$ appears in $l$.

The momentum mean free path behaves differently. Emission and absorption together carry the factor $2N+1\simeq2kT/(\hbar sq)$ for phonons softer than $kT$. This cancels the $q$ of the matrix element and makes the scattering isotropic. The rate is

$$\frac{V}{4\pi^2}\,\frac{2\pi D^2kT}{\hbar\rho Vs^2}\,\frac{m}{\hbar^2k}\int_0^{2k}q\,dq=\frac{mkD^2\,kT}{\pi\rho\hbar^3s^2},$$

where $k$ standing next to $T$ is Boltzmann's constant and the other $k$ is the wave number. The corresponding path is $(2ms^2/kT)\,l$, which varies as $1/T$. Putting this path into Thomson's formula would give a different power law.

## Proposition 2: gradual loss

Acoustic phonons usually remove energy in small portions, so assumption 3 needs replacing. Let $\varepsilon=-E>0$ be the depth of a bound state. Suppose that scattering spreads the carriers evenly over each energy surface before their energy changes much. The occupation $f$ then depends on energy alone.

For a phonon of energy $\delta\ll kT$, the net downward current between neighbouring energies is proportional to

$$(N+1)f_+-Nf_-=f_++N(f_+-f_-)\simeq f+kT\frac{df}{dE},$$

because $N\simeq kT/\delta$ and $f_+-f_-\simeq\delta\,df/dE$. With $df/dE=-df/d\varepsilon$,

$$J=B\left(f-kT\frac{df}{d\varepsilon}\right),$$

where $B$ is the spontaneous loss power $Kv/l$ summed over the energy surface. Now $d^3p=4\pi m\sqrt{2mK}\,dK$ and $Kv=K\sqrt{2K/m}$, whose product is $8\pi mK^2dK$. With $K=A/r-\varepsilon$ and $u=r\varepsilon/A$,

$$B=\frac{8\pi m}{l}\int_0^{A/\varepsilon}4\pi r^2K^2dr
=\frac{8\pi m}{l}\,\frac{4\pi A^3}{\varepsilon}\int_0^1(1-u)^2du=\frac{B_0}{\varepsilon},$$

$$B_0=\frac{8\pi m}{l}\,\frac{4\pi A^3}{3}.$$

At $\varepsilon=0$ the free carriers maintain equilibrium, $f_0=n(2\pi mkT)^{-3/2}$. Deep states lose their carriers to the trap, so there $f$ is negligible compared with equilibrium. Write $f=f_0e^{\varepsilon/kT}\phi$, with $\phi(0)=1$ and $\phi(\infty)=0$. The terms without a derivative of $\phi$ cancel:

$$-\frac{d\phi}{d\varepsilon}=\frac{J}{B_0f_0kT}\,\varepsilon e^{-\varepsilon/kT}.$$

In the steady state $J$ is constant. Integrating over all depths, with $\int_0^\infty\varepsilon e^{-\varepsilon/kT}d\varepsilon=(kT)^2$, gives $J=B_0f_0/kT$. Therefore

$$\sigma=\frac{J}{n\bar v}=\frac{4\pi A^3}{3l}\,\frac{8\pi m}{kT}\,\frac{1}{(2\pi mkT)^{3/2}}\sqrt{\frac{\pi m}{8kT}}.$$

The numerical factors give $8\pi^{3/2}/(2\sqrt2\cdot2\sqrt2\,\pi^{3/2})=1$, the mass cancels, and the powers of $kT$ add to three:

$$\boxed{\sigma=\frac{4\pi}{3l}\left(\frac{A}{kT}\right)^3}$$

This is Thomson's form with radius $r_c$ in place of $r_T=\tfrac23r_c$, and it is larger by $27/8$. The bent-orbit result is $\frac{13}{4}\cdot\frac{8}{27}=\frac{26}{27}$ of it. The two models use different capture criteria, and nothing shown here requires them to agree so closely.

The weight $\varepsilon e^{-\varepsilon/kT}$ shows where capture is decided: its mean depth is $2kT$. Carriers much shallower than this are in near equilibrium with the free ones; carriers much deeper seldom return.

## Worked example: a cryogenic memory cell at 50 K

Consider a positively charged trap in the lightly doped body of a charge-trap memory cell, where the applied field is small. The round parameters lie in the rough regime of silicon: $\epsilon=12$, $m=0.3$ electron masses, $D=9$ eV, $\rho=2300$ kg/m³ and $s=9$ km/s. Lemma 3 gives $l=10530$ nm. With $A=120.0$ meV nm and $kT=4.309$ meV,

$$r_T=\frac{120.0}{1.5\times4.309}=18.6\ {\rm nm},\qquad r_c=\frac{120.0}{4.309}=27.85\ {\rm nm}.$$

Both are far below $l$, so the long-path limit applies. For gradual loss,

$$\sigma=\frac{4\pi}{3}\,\frac{(27.85\ {\rm nm})^3}{10530\ {\rm nm}}=8.6\ {\rm nm^2}=8.6\times10^{-14}\ {\rm cm^2}.$$

Thomson's model needs a mean path between single large losses, whereas Lemma 3 gives a path for gradual loss. If the same $l$ is used for comparison, his straight-path formula gives $2.5\times10^{-14}$ cm², and with bent orbits $8.3\times10^{-14}$ cm². A discrete phonon ladder with rungs of $0.02\,kT$, solved as a linear system, reproduces the gradual value. Its rungs scale with $kT$, so the power of $-3.0000$ that it gives between 50 and 100 K at fixed $l$ follows from scaling and is not a separate test of the cube law.

These cross sections, and the rates that follow from them, belong to the classical model; the discrete levels discussed below reduce acoustic capture strongly. With $\bar v=8.0\times10^6$ cm/s the capture coefficient is $\sigma\bar v=6.9\times10^{-7}$ cm³/s. For $10^{14}$ charged traps per cm³ a free carrier survives for $1/(10^{14}\times6.9\times10^{-7})$ s, about 15 ns, before it is captured. This is not a storage time. If the trap has only the hydrogenic ground level discussed below, $6.6\,kT$ deep, detailed balance with the same coefficient gives re-emission in about 7 ns, and in equilibrium only about one carrier sits in that level for every two that are free. Lasting capture needs a deeper level. At fixed $l$ the acoustic cross section falls from $1.7\times10^{-13}$ cm² at 40 K to $5.0\times10^{-14}$ cm² at 60 K and $2.4\times10^{-14}$ cm² at 77 K.

## Where the example strains the assumptions

**Sound speed.** If $k$ is the wave number of a carrier with $K=2kT$, a phonon of wave number $2k$ has 3.1 meV, which is not small against the thermal energy. A ladder with rungs of that single size lowers $\sigma$ by 4%; the full spread of phonon energies, still on classical orbits, lowers it by 13%. Keeping the phonon energy in the conservation law lengthens the path for spontaneous loss at $K=2kT$ by a factor 1.46. The reason is that the upper limit of $q$ drops from $2k$ to $2k(1-a)$, with $a=s/v$, and $P$ varies as its fourth power. Here $(1-a)^{-4}=1.46$ gives $a\simeq0.09$. This factor does not carry over to $\sigma$. The capture current through a given energy consists of carriers that start above it and end below it, so on average they start half a phonon energy higher. For $q\simeq2k$ that half is $\hbar sk$, which raises the starting wave number from $k$ to about $k(1+a)$. The upper limit of $q$ lies $2ak$ below twice the starting wave number, so it returns to $2k$. The correction of first order in $a$ therefore cancels in the current, and only higher orders remain.

**Even filling.** The gradual model assumes that scattering evens out the occupation of each energy surface before the energy changes much. At depth $2kT$ acoustic phonons scatter a carrier only once or twice while its energy spreads by about $kT$, so the assumption is not well satisfied here.

**Quantum levels.** The hydrogenic binding energy is 28 meV, or $6.6\,kT$, so one level lies deeper than $2kT$. The next, at a quarter of the binding energy, is only $1.6\,kT$ deep, and the gap of 21 meV between them far exceeds the acoustic phonon energies above. The continuous ladder therefore fails at the last step. A 21 meV acoustic phonon has a wavelength shorter than the Bohr radius, so its effect nearly averages out over the bound states and the matrix element is small. Even if all higher states were kept in equilibrium with the free carriers, the golden rule with hydrogenic wave functions allows at most $9.5\times10^{-15}$ cm² for one-phonon acoustic capture into the ground level at 50 K, about 0.11 of the classical value. This limit counts only longitudinal phonons with linear dispersion in one isotropic valley; the transverse and intervalley phonons of real silicon, and the splitting of the ground level among its valleys, are left out. In addition, at depth $2kT$ a share 0.39 of the classical loss arises within one Bohr radius, 2.1 nm, where classical orbits are unreliable. At 300 K the binding is only $1.1\,kT$ and the classical ladder is lost.

**Optical phonons.** For a 60 meV phonon and a rough emission path of 100 nm, a classical estimate of direct emission into bound states, with a continuum of final energies that ends at the ground level, adds about 1% to the classical acoustic cross section at 50 K but about 40% at 77 K. The golden rule with the two lowest hydrogenic levels, and with 100 nm taken as the path far above the phonon energy, gives about 2% and 50%. Compared with the quantum limit on acoustic capture the optical share is much larger: at 77 K that limit is $2.4\times10^{-15}$ cm², while the classical optical estimate is $9.9\times10^{-15}$ cm². The 77 K value above therefore describes neither process well. This estimate leaves out any deeper level belonging to a particular defect.

**Surroundings.** A mobile density of $10^{13}$ cm⁻³ gives a Debye length of 535 nm, and screening multiplies the Thomson cross section by 0.90 and the gradual one by 0.95. At $10^{14}$ traps per cm³ the nearest other trap is on average 119 nm away; the compensating ions needed for neutrality bring the nearest charge closer. If all these ions are placed at random, their field is typically $2\times10^{-4}$ MV/cm. A uniform field of that size would lower the barrier by about $0.7\,kT$, so the trap is only roughly isolated. Using a density-of-states mass instead of a conductivity mass, for valley masses 0.9 and 0.2, changes $m^3$, and with it $\sigma$, by a factor 1.8. Neither is the mass that governs capture: with a deformation potential that is the same in all directions, the classical capture coefficient of such a valley corresponds to a single mass of about 0.37 and is 1.7 times the value for 0.3.

**Electric field.** The theory assumes that no field is applied. The example takes $10^{-5}$ MV/cm, far below the fields in an inverted channel or a programmed dielectric. At a mobility of 20000 cm²/Vs, field heating is then 6% of $kT\bar v/l$, which sets the scale of the energy-loss power. It grows as the square of the field and would match that power near $4\times10^{-5}$ MV/cm if the mobility stayed fixed. A field $F$ also opens a saddle in the potential at $\sqrt{A/eF}$, which reaches $r_c$ at $1.55\times10^{-3}$ MV/cm. In a field ten times larger the saddle lies at 8.8 nm, inside the Thomson sphere, and the zero-field cross section no longer applies. In a trapping dielectric the loss path may also be shorter than $r_T$. The cube then fails, and the $T^{-2}$ limit replaces it only if carriers still reach the sphere on straight paths. If loss events also randomize the direction, then for $l\ll r_T$ diffusion limits the arrival and $\sigma$ falls well below $\pi r_T^2$.

The remaining values are in the numerical output. The value $8.6\times10^{-14}$ cm² is thus the result of the classical model, not a prediction for a real trap. For a hydrogenic trap with these parameters it exceeds one-phonon acoustic capture into the ground level by at least a factor of nine. The classical cube law needs many closely spaced levels down to a depth of several $kT$, and this example does not have them.

## Numbers as computed

```
temperature 50 K, kT = 4.309 meV
permittivity 12, mass 0.3 electron masses
deformation potential 9 eV, density 2300 kg/m3
sound speed 9 km/s
Coulomb constant A = 120.0 meV nm
energy-loss mean free path = 10530 nm
momentum mean free path = 675 nm
Thomson radius A/(1.5 kT) = 18.57 nm
thermal Coulomb radius A/kT = 27.85 nm
Maxwell bound fraction at Thomson radius = 0.608
sigma, sudden loss, straight paths = 2.546e-14 cm2
sigma, sudden loss, bent = 8.275e-14 cm2
sigma, gradual loss = 8.593e-14 cm2
sigma, gradual loss = 8.59 nm2
sigma, numerical phonon ladder = 8.593e-14 cm2
bent-orbit factor from trajectories = 3.2501
temperature power from ladder = -3.0000
temperature power at r_T/l = 0.001: -2.999
temperature power at r_T/l = 1: -2.460
temperature power at r_T/l = 100: -2.000
gradual-loss sigma at 40 K = 1.678e-13 cm2
gradual-loss sigma at 50 K = 8.593e-14 cm2
gradual-loss sigma at 60 K = 4.973e-14 cm2
gradual-loss sigma at 77 K = 2.353e-14 cm2
mean thermal speed = 8.020e+06 cm/s
capture coefficient = 6.892e-07 cm3/s
charged-trap density = 1.0e+14 cm-3
free-carrier capture time = 14.5 ns
hydrogenic binding = 28.3 meV = 6.58 kT
hydrogenic binding / kT at 300 K = 1.10
Bohr radius = 2.12 nm
loss share inside Bohr radius at depth 2kT = 0.39
ladder resistance share above ground level = 0.989
largest phonon at K=2kT = 3.09 meV
sigma factor for rungs of that size = 0.959
loss-path factor, finite sound speed, K=2kT = 1.46
optical phonon 60 meV, emission path 100 nm
optical / acoustic sigma at 50 K = 0.010
optical / acoustic sigma at 77 K = 0.420
mobile density = 1.0e+13 cm-3
Debye length = 535 nm, sigma factor = 0.904
mean distance to nearest charge = 119 nm
body field = 1.0e-05 MV/cm
field lowering of barrier = 0.69 meV
field with saddle at A/kT = 1.55e-03 MV/cm
mobility = 20000 cm2/Vs
field heating / energy-loss power = 0.061
masses along/across valley = 0.9, 0.2 electron masses
density-of-states mass 0.330, conductivity mass 0.270
sigma spread from mass choice = 1.83
mobile density / band density = 5.9e-06
```
